# Estimating germanium's L-valley transverse mass from the E1 gaps

## Problem

The lowest conduction valleys of germanium lie at the L points. Take $z$ along the axis of one valley, [111], and $x$ along $[1\bar10]$. Let $\mathbf k$ be the wave vector measured from L. Near the minimum

$$
E=E_c+\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right).
$$

Without spin-orbit coupling, the conduction edge has one orbital $S$. It is even under inversion about the centre of a bond along the valley axis, and unchanged by the rotations and mirrors that preserve this axis. The top valence level at L has two odd orbitals, $X$ and $Y$, which transform like $x$ and $y$. Spin-orbit coupling splits this level into two spin-degenerate pairs, at gaps $E_1$ and $E_1+\Delta_1$ below the conduction edge.

Define the momentum-matrix energy

$$
E_P=\frac{2P^2}{m_0},\qquad P=|\langle S|p_x|X\rangle|,
$$

where $m_0$ is the free-electron mass.

1. Derive $m_t$ from the coupling to these two valence pairs.
2. Evaluate it at 300 K with the rough values $E_1=2.1$ eV, $E_1+\Delta_1=2.3$ eV and $E_P=25$ eV.
3. Explain why a momentum energy of this size is plausible.
4. Find how the result changes for carriers above the valley minimum.
5. Judge how far the estimate can be trusted.

The two gaps are optical ones. The E1 structures in the spectrum come from a stretch of the line Λ between the zone centre and L, so using their energies at L is an approximation. The value of $E_P$ is also an input.

## Solution

### 1. The mass formula

**Second-order energy.** Let $\phi_n$ be the Bloch states at L, with energies $E_n$. Write a nearby state as $e^{i\mathbf k\cdot\mathbf r}$ times a combination of the $\phi_n$. Since $\mathbf p\,e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)$, the kinetic energy becomes

$$
\frac{(\mathbf p+\hbar\mathbf k)^2}{2m_0}
=\frac{p^2}{2m_0}+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m_0}.
$$

The first term belongs to the Hamiltonian at L. The last is a common energy shift. The middle term is the perturbation. The small correction that spin-orbit coupling makes to the velocity operator is neglected here.

The operator $\mathbf p$ is odd under inversion, while both spin states of the conduction edge are even. Hence $\mathbf p$ has no matrix elements between them, and there is no energy shift linear in $k$. For $\mathbf k$ along $x$, second-order perturbation theory gives

$$
E=E_c+\frac{\hbar^2k^2}{2m_0}+\frac{\hbar^2k^2}{m_0^2}\sum_n\frac{|\langle n|p_x|c\rangle|^2}{E_c-E_n}.
$$

Setting $E-E_c=\hbar^2k^2/2m_t$ and dividing by $\hbar^2k^2/2m_0$,

$$
\frac{m_0}{m_t}=1+\frac{2}{m_0}\sum_n\frac{|\langle n|p_x|c\rangle|^2}{E_c-E_n}.
$$

A band below the edge has a positive denominator: it pushes the conduction band upward as $k$ grows and makes the electron lighter. A band above the edge does the opposite.

**Symmetry of the matrix elements.** The mirror that reverses $x$ changes the sign of $X$ and $p_x$ but leaves $S$, $Y$ and $p_y$ alone. Therefore $\langle S|p_x|Y\rangle=\langle S|p_y|X\rangle=0$. The remaining transverse elements form a diagonal matrix with entries $u=\langle S|p_x|X\rangle$ and $v=\langle S|p_y|Y\rangle$. Rotation by 120° about $z$ must leave this matrix unchanged. For rotation angle $\theta$, the rotated matrix has the off-diagonal element $(u-v)\sin\theta\cos\theta$. It must vanish, although $\sin\theta\cos\theta\neq0$, so $u=v$.

The same rotation leaves $S$ and $p_z$ unchanged, whereas the sum of an orbital $X$ and its two rotated copies is zero. The three copies would have equal elements with $p_zS$, yet those elements must add to zero. Thus $\langle S|p_z|X\rangle=0$, and likewise for $Y$. This valence level can therefore make $m_t$ small without making $m_l$ small.

**Spin-orbit splitting.** Within the two real orbitals, an orbital angular-momentum operator is Hermitian and purely imaginary, so its matrix must be proportional to

$$
L_z=\begin{pmatrix}0&-i\\ i&0\end{pmatrix}.
$$

This matrix is unchanged by a 120° rotation about $z$. A transverse component of angular momentum and its two rotated copies add to zero, so three equal matrices would have to add to zero, and each must vanish. Only the component along the valley axis remains. The splitting within the level is consequently

$$
H_{\rm so}=\frac{\Delta_1}{2}L_z\sigma_z,
$$

where $\sigma_z=\pm1$ for spin up and down. Mixing with orbitals outside the level is neglected. The eigenstates of $L_z$ are

$$
|\pm\rangle=\frac{X\pm iY}{\sqrt2},\qquad L_z|\pm\rangle=\pm|\pm\rangle.
$$

The upper valence pair is $|+\uparrow\rangle,|-\downarrow\rangle$, at energy $+\Delta_1/2$ from the level's centre. The lower pair is $|-\uparrow\rangle,|+\downarrow\rangle$, at $-\Delta_1/2$.

**Equal sharing.** Momentum does not change spin. The state $S\uparrow$ therefore couples to one member of each pair. For a transverse direction at angle $\varphi$ to $x$,

$$
\langle S|p_x\cos\varphi+p_y\sin\varphi|\pm\rangle
=\frac{u}{\sqrt2}(\cos\varphi\pm i\sin\varphi)
=\frac{u}{\sqrt2}e^{\pm i\varphi}.
$$

Its squared modulus is $P^2/2$ for both pairs and for every $\varphi$, so the transverse mass is isotropic. The same holds for $S\downarrow$. The intermediate states have definite spin, so they do not mix the two conduction spins. Substitution gives

$$
\frac{m_0}{m_t}=1+\frac{2}{m_0}\frac{P^2}{2}\left(\frac1{E_1}+\frac1{E_1+\Delta_1}\right),
$$

and, since $2P^2/m_0=E_P$,

$$
\boxed{\frac{m_0}{m_t}=1+\frac{E_P}{2}\left(\frac1{E_1}+\frac1{E_1+\Delta_1}\right)}.
$$

**Limits.** If $E_P\to0$, the free mass returns. If $\Delta_1\to0$, the formula becomes $m_0/m_t=1+E_P/E_1$. To see the effect of the splitting at a fixed mean gap $g=E_1+\Delta_1/2$, put the two reciprocals over a common denominator:

$$
\frac12\left(\frac1{g-\Delta_1/2}+\frac1{g+\Delta_1/2}\right)
=\frac{1}{g}\,\frac{1}{1-(\Delta_1/2g)^2}.
$$

The splitting enters as $(\Delta_1/2g)^2$, which is about 0.002 here. It separates the two valence contributions in energy, but hardly alters their sum.

### 2. The estimate at 300 K

The chosen momentum energy corresponds to

$$
P=\sqrt{\frac{m_0E_P}{2}}=1.35\times10^{-24}\ \text{kg m/s},
\qquad \frac P\hbar=12.8\ \text{nm}^{-1}.
$$

The two valence contributions are

$$
\frac{25}{2(2.1)}=5.95,\qquad \frac{25}{2(2.3)}=5.43.
$$

With the free-electron term,

$$
\frac{m_0}{m_t}=1+5.952+5.435\simeq12.39,
\qquad
\boxed{m_t\simeq0.081\,m_0=7.4\times10^{-32}\ \text{kg}}.
$$

The free-electron term supplies about 8% of the inverse mass. The rest comes from the two valence pairs, in nearly equal parts.

### 3. Where 25 eV comes from

Consider plane waves with total wave vectors $\mathbf K=\mathbf k_L+\mathbf G$, where $\mathbf G$ is a reciprocal lattice vector. In units of $2\pi/a$, the shortest pair at L is $\pm(\frac12,\frac12,\frac12)$. The next shell has six members, the permutations of $\pm(\frac12,\frac12,-\frac32)$, with $K^2=11/4$.

The shortest pair lies along the valley axis, so it has $K_x=K_y=0$ and adds nothing to $P$. Build both orbitals from the second shell, with the origin at the centre of a bond along the valley axis:

$$
S=\frac1{\sqrt6}\sum_{\mathbf K}|\mathbf K\rangle,\qquad
X=\frac{1}{\sqrt{\sum K_x^2}}\sum_{\mathbf K}K_x|\mathbf K\rangle.
$$

The first is even and invariant; the second is odd and transforms like $x$. Momentum is diagonal in plane waves, so

$$
P=\hbar\frac{2\pi}{a}\,\frac{\sum K_x^2}{\sqrt6\sqrt{\sum K_x^2}}
=\hbar\frac{2\pi}{a}\sqrt{\frac{\sum K_x^2}{6}}.
$$

Each wave has $K_z^2=(1/2+1/2-3/2)^2/3=1/12$, leaving a squared transverse component $11/4-1/12=8/3$. By threefold symmetry, the average of $K_x^2$ is half of this, $4/3$. Therefore

$$
E_P=\frac{2}{m_0}\,\frac43\hbar^2\left(\frac{2\pi}{a}\right)^2
=\frac{16}{3}\,\frac{\hbar^2(2\pi/a)^2}{2m_0}.
$$

For $a=0.566$ nm, the last fraction is 4.695 eV, and $E_P=25.0$ eV. This fixes the scale. The close agreement with the input is no proof of its accuracy, because real states contain other shells too.

### 4. Carriers above the minimum

Let $T=\hbar^2k^2/2m_0$, and measure energy from the conduction edge. Write $E=T+E'$. After removal of the common term $T$, the three coupled states for one spin have energies $0$, $-E_1$ and $-(E_1+\Delta_1)$. The squared coupling to each valence state is

$$
|V|^2=\frac{\hbar^2k^2}{m_0^2}\frac{P^2}{2}=\frac{TE_P}{2}.
$$

If the conduction amplitude is $c$, the equation for a valence amplitude $b_j$ at gap $g_j$ is $(E'+g_j)b_j=V_j^*c$. Inserting $b_j$ into the conduction equation $E'c=\sum_jV_jb_j$ gives

$$
E'=\frac{TE_P}{2}\left(\frac1{E_1+E'}+\frac1{E_1+\Delta_1+E'}\right).
$$

For small $E'$, expand $1/(g_j+E')\simeq1/g_j-E'/g_j^2$ and define

$$
A=\frac{E_P}{2}\sum_j\frac1{g_j},\qquad
B=\frac{E_P}{2}\sum_j\frac1{g_j^2}.
$$

Then $E'\simeq AT-BTE'$. Replacing $E'$ by $AT$ in the last term gives $E\simeq(1+A)T-ABT^2$. Divide by $T$, invert to first order, and use $T\simeq E/(1+A)$ in the correction:

$$
\frac TE\simeq\frac1{1+A}\left[1+\frac{AB}{(1+A)^2}E\right].
$$

The ratio $T/E$ is the mass, in units of $m_0$, that relates momentum to energy through $E=\hbar^2k^2/2m$. It differs from the local curvature mass. It starts at $m_t/m_0$ and rises, because the valence states are farther from an electron that has moved up in energy.

Numerical solution of the unexpanded equation gives $0.0815\,m_0$ at $E=k_BT_{\rm lat}=25.9$ meV, where $T_{\rm lat}=300$ K. At 100 meV it gives $0.0838\,m_0$. These lie 1% and 4% above the edge mass. Other masses rise faster. The mass $\hbar^2k/(dE/dk)$, which sets the velocity, lies 2% and 8% above the edge value at these two energies, and the curvature mass 6% and about 25%. How far the parabolic estimate reaches therefore depends on the quantity wanted; for the curvature it is already poor at 100 meV, about $E_1/20$.

### 5. How reliable is the estimate?

**A fuller band model.** The local empirical pseudopotential method supplies a second set of matrix elements. I use the Cohen-Bergstresser form factors $-0.23$, $0.01$ and $0.06$ Ry at $G^2=3$, 8 and 11 in units of $(2\pi/a)^2$, with $a=0.566$ nm. The added spin-orbit matrix between plane waves $\mathbf K$ and $\mathbf K'$ is

$$
-i\lambda\cos[(\mathbf K-\mathbf K')\cdot\boldsymbol\tau]\,
(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma,
$$

where $\boldsymbol\tau=a(1,1,1)/8$. The wave vectors in the cross product are in units of $2\pi/a$, and $\lambda=9.3$ meV makes the valence splitting at L 0.2 eV. At L, the Hamiltonian is diagonalized with 108 plane waves per spin; other points use the same cutoff. Momentum energies come from matrix elements of its derivative with respect to $\mathbf k$. This is a fitted one-electron model; it leaves out nonlocal potentials and explicit many-electron effects.

At L its gaps are 1.949 and 2.149 eV. The two pairs carry momentum energies of 10.24 and 9.98 eV, close to equal sharing, with a sum of 20.2 eV. The difference between them comes from the spin-orbit part of the velocity, neglected in part 1: with $\mathbf p$ alone each pair carries 10.12 eV. They contribute

$$
\frac{10.24}{1.949}+\frac{9.98}{2.149}\simeq9.90
$$

to $m_0/m_t$. The sum over all higher bands contributes $-0.017$, and deeper valence bands contribute less than 0.0001. In this model the two-pair approximation is therefore very good. The full transverse mass is $0.092\,m_0$. The last digits depend on the cutoff. With 302 plane waves per spin and $\lambda$ refitted to 9.2 meV, the gaps at L become 1.963 and 2.163 eV, the higher-band term $-0.020$ and the mass $0.0926\,m_0$ in place of $0.0919\,m_0$. The gap on Λ quoted below rises by 0.016 eV, while the summed momentum energy stays at 20.2 eV. The drift comes from the spin-orbit term, which does not decay at large $K$: without it the mass is $0.0918\,m_0$ from 108 to 754 plane waves.

The conduction orbital has 74% of its weight in the six-wave shell of part 3. If the valence orbital lay wholly in that shell, the momentum energy would be $0.739\times25.0\simeq18.5$ eV. The calculated 20.2 eV also includes the effect of other shells in both states.

**A few cases.** The first six rows use the boxed formula. The last uses the pseudopotential model's own gaps and all its bands. Fourth decimals serve to compare rows; they do not state the accuracy.

| Case | $E_P$ (eV) | Gaps (eV) | $m_t/m_0$ |
|---|---:|---:|---:|
| Estimate | 25.0 | 2.1, 2.3 | 0.0807 |
| $E_P$ 10% lower | 22.5 | 2.1, 2.3 | 0.0889 |
| $E_P$ 10% higher | 27.5 | 2.1, 2.3 | 0.0739 |
| Larger gaps | 25.0 | 2.2, 2.4 | 0.0841 |
| No splitting | 25.0 | 2.2, 2.2 | 0.0809 |
| Model $E_P$ | 20.2 | 2.1, 2.3 | 0.0979 |
| Full model | 20.2 | 1.95, 2.15 | 0.0919 |

The momentum energy is the main uncertainty. With the gaps fixed, replacing 25 eV by the model's 20.2 eV raises the mass by 21%. The model's smaller gaps partly offset this in the last row. By comparison, a rise of both gaps by 0.1 eV, a rough allowance for cooling from room to low temperature, raises the mass by 4% at fixed $E_P$.

The location of the optical transitions matters less in this model, provided they come from the part of the line near L. Three quarters of the way from the zone centre to L, the gap from the upper valence pair is 1.988 eV, against 1.949 eV at L. This is a 2% difference. Since the valence terms make up about 92% of the inverse mass, a 2% error in both gaps would move $m_t$ by slightly less than 2%.

**Using a zone-centre value.** The pseudopotential model gives $E_P=20.0$ eV at the zone centre, within about 1% of its value at L. This supports carrying a zone-centre momentum energy over to L within the model. It does not support the absolute value of 25 eV, which is higher than either result.

**Beside real germanium.** The measured transverse mass is roughly $0.08\,m_0$, and the longitudinal mass roughly $1.6\,m_0$. The estimate thus has the right size, but its closeness depends on the chosen $E_P$. Reading the formula backwards with the same gaps and $m_t=0.08\,m_0$ gives

$$
E_P=\frac{2(12.5-1)}{1/2.1+1/2.3}\simeq25\ \text{eV}.
$$

Agreement with the measured mass is therefore independent evidence only if $E_P$ was obtained from something other than that mass. The measured masses are also low-temperature values; with the larger gaps of 2.2 and 2.4 eV the same inversion gives about 26 eV. In a device, carriers also occupy states above the valley edge. For motion across the valley axis, the three-state model of part 4 puts the resulting rise in the momentum-energy mass at about 4% for an energy of 100 meV. Bands left out of that model make the rise larger: with all bands of the pseudopotential model it is about 5.5% at the same energy, against 4.0% for three states with that model's own gaps and couplings. The mass that sets the velocity rises about twice as fast as the momentum-energy mass. A single-valley picture also ends near these energies: in real germanium the zone-centre valley lies only about 0.14 eV above L, and the pseudopotential model places its Δ valleys about 0.06 eV above L.

The longitudinal direction shows the role of symmetry. In the pseudopotential model, the two upper valence pairs add just 0.0003 to $m_0/m_l$, the small remainder being due to spin-orbit coupling. The full result is $m_0/m_l=0.706$, or $m_l=1.42\,m_0$. Since this inverse mass is below one, the bands above the edge outweigh those below it in the longitudinal sum. The same valence states that make the electron light across the valley leave it heavy along the axis.
